# Complex-Contour Integration of Equilibrium Green Functions near Narrow Magnetic Resonances: a numerical check

```python
# Result under test: the equilibrium occupation of a site,
#   n = -(1/pi) Im integral G(E+i0) f(E) dE,
# equals -(1/pi) Im [arc + line - 2 pi i kT * sum of G at enclosed Fermi poles],
# and the number of points needed on the complex path hardly depends on the
# resonance width Gamma, whereas a uniform direct grid needs ~1/Gamma points.
# Model per spin: lead - interface site - barrier site - interface site - lead.
# HOP: lead hopping, CENTRE: lead band centre, v: lead-interface coupling,
# W: interface-barrier coupling, BARRIER: barrier level, mu = 0. Energies in eV.
from functools import lru_cache
import numpy as np
from scipy.constants import k as k_boltzmann, e as e_charge
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import digamma

TEMPERATURE = 300.0
KT = k_boltzmann * TEMPERATURE / e_charge
HOP, CENTRE, W, BARRIER = 1.5, -0.5, 0.05, 4.0
MINORITY, EXCHANGE = 0.010, 2.0
MAJORITY = MINORITY - EXCHANGE
E_BOTTOM = CENTRE - 2 * HOP - 1.0
GAMMA_CUT = 25.0          # line starts this many kT below mu
TOL = 1e-8


def fermi(z):
    return 1.0 / (np.exp(z / KT) + 1.0)


def green_parts(z, level, v):
    y = z - CENTRE
    sigma = v**2 * (y - np.sqrt(y - 2*HOP) * np.sqrt(y + 2*HOP)) / (2*HOP**2)
    a = z - level - sigma
    barrier_g = 1.0 / (z - BARRIER - W**2 / a)
    return a, barrier_g


def green(z, level, v):
    a, barrier_g = green_parts(z, level, v)
    return 1.0 / (a - W**2 * barrier_g) if False else \
        1.0 / (a - W**2 / (z - BARRIER - W**2 / a))


@lru_cache(maxsize=None)
def legendre(n):
    return np.polynomial.legendre.leggauss(n)


@lru_cache(maxsize=None)
def gauss_fermi(n):
    """Gauss rule for weight 1/(exp(x)+1) on [-GAMMA_CUT, 45]."""
    u, wt = legendre(400)
    half = 0.5 * (45.0 + GAMMA_CUT)
    x = 0.5 * (45.0 - GAMMA_CUT) + half * u
    wt = half * wt / (np.exp(x) + 1.0)
    total = wt.sum()
    p_old, p, b = np.zeros_like(x), np.ones_like(x) / np.sqrt(total), 0.0
    diag, off = [], []
    for _ in range(n):
        a = np.sum(wt * x * p * p)
        q = (x - a) * p - b * p_old
        b = np.sqrt(np.sum(wt * q * q))
        diag.append(a)
        off.append(b)
        p_old, p = p, q / b
    nodes, vec = eigh_tridiagonal(np.array(diag), np.array(off[:-1]))
    return nodes, total * vec[0]**2


def arc_part(func, n_poles, n):
    height = 2 * np.pi * KT * n_poles
    x_end = -GAMMA_CUT * KT
    centre = (x_end**2 + height**2 - E_BOTTOM**2) / (2 * (x_end - E_BOTTOM))
    radius = centre - E_BOTTOM
    end_angle = np.arctan2(height, x_end - centre)
    u, wt = legendre(n)
    angle = 0.5 * (np.pi + end_angle) + 0.5 * (end_angle - np.pi) * u
    step = radius * np.exp(1j * angle)
    z = centre + step
    total = np.sum(wt * func(z) * fermi(z) * 1j * step)
    return -(0.5 * (end_angle - np.pi) * total).imag / np.pi


def line_part(func, n_poles, n):
    x, wt = gauss_fermi(n)
    z = KT * x + 2j * np.pi * KT * n_poles
    return -(KT * np.sum(wt * func(z))).imag / np.pi


def pole_part(func, n_poles):
    z = 1j * np.pi * KT * (2 * np.arange(1, n_poles + 1) - 1)
    return -(-2j * np.pi * KT * np.sum(func(z))).imag / np.pi


def occupation(level, v, eta=0.0, n_poles=5, n_arc=100, n_line=30):
    def func(z):
        return green(z + 1j * eta, level, v)
    n = (arc_part(func, n_poles, n_arc) + line_part(func, n_poles, n_line)
         + pole_part(func, n_poles))
    if eta > 0:   # broadened spectrum has a tail below E_BOTTOM
        n += quad(lambda E: -func(E + 0j).imag / np.pi, -np.inf, E_BOTTOM,
                  epsabs=1e-10)[0]
    return n


def occupation_by_diagonalization(level, v, n_lead=600):
    """Definition: sum over eigenstates of a system with long finite leads."""
    size = 2 * n_lead + 3
    diag = np.full(size, CENTRE)
    diag[n_lead:n_lead + 3] = [level, BARRIER, level]
    off = np.full(size - 1, HOP)
    off[n_lead - 1:n_lead + 3] = [v, W, W, v]
    h = np.diag(diag) + np.diag(off, 1) + np.diag(off, -1)
    energy, state = np.linalg.eigh(h)
    return np.sum(state[n_lead]**2 * fermi(energy))


def first_safe_order(values, exact, tol, first):
    """Smallest order from which every tested order meets the tolerance."""
    bad = np.nonzero(np.abs(np.array(values) - exact) > tol)[0]
    return first if len(bad) == 0 else first + bad[-1] + 1


def contour_count(v, tol):
    best = None
    for n_poles in range(1, 11):
        n_arc = n_line = 0
        for level in (MINORITY, MAJORITY):
            def func(z):
                return green(z, level, v)
            arcs = [arc_part(func, n_poles, n) for n in range(2, 61)]
            lines = [line_part(func, n_poles, n) for n in range(1, 26)]
            n_arc = max(n_arc, first_safe_order(
                arcs, arc_part(func, n_poles, 160), tol / 2, 2))
            n_line = max(n_line, first_safe_order(
                lines, line_part(func, n_poles, 40), tol / 2, 1))
        if n_arc > 60 or n_line > 25:
            continue
        trial = (int(n_poles + n_arc + n_line), n_poles, int(n_arc), int(n_line))
        best = trial if best is None else min(best, trial)
    return best


def theta_grid(m):
    theta = (np.arange(m) + 0.5) * np.pi / m
    energy = CENTRE - 2 * HOP * np.cos(theta)
    return theta, energy, 2 * HOP * np.sin(theta) * np.pi / m


def direct_uniform(level, v, m):
    _, energy, weight = theta_grid(m)
    return np.sum(-green(energy + 0j, level, v).imag / np.pi
                  * fermi(energy) * weight)


def uniform_count(v, exact, tol):
    def passes(m):   # several nearby grids, so that a lucky phase does not count
        return all(abs(direct_uniform(MINORITY, v, int(m * s)) - exact) < tol
                   for s in (1.0, 1.007, 1.016, 1.027))
    high = 64
    while not passes(high):
        high *= 2
    low = high / 2
    for _ in range(6):
        mid = np.sqrt(low * high)
        if passes(mid):
            high = mid
        else:
            low = mid
    return int(round(high))


def predicted_uniform_count(v, tol):
    roots = np.roots([v**2 / HOP - HOP, CENTRE - MINORITY, -HOP])
    x = roots[0]
    z_pole = CENTRE - HOP * (x + 1 / x)
    return np.log(2 * abs(fermi(z_pole)) / tol) / -np.log(1 - v**2 / HOP**2)


def adaptive_direct(v):
    def integrand(theta):
        energy = CENTRE - 2 * HOP * np.cos(theta)
        g = green(energy + 0j, MINORITY, v)
        return -g.imag / np.pi * fermi(energy) * 2 * HOP * np.sin(theta)
    second = MINORITY + 2 * W**2 / (MINORITY - BARRIER)
    hints = [np.arccos((CENTRE - x) / (2 * HOP)) for x in (second, MINORITY)]
    out = quad(integrand, 0, np.pi, points=hints, epsabs=TOL, epsrel=0,
               limit=1000, full_output=1)
    return out[0], out[2]['neval']


# Fermi function: residue at its poles, and real values midway between poles
circle = 0.5 * KT * np.exp(2j * np.pi * np.arange(64) / 64)
for nu in (1, 4):
    z_nu = 1j * np.pi * KT * (2 * nu - 1)
    assert abs(np.mean(fermi(z_nu + circle) * circle) + KT) < 1e-12
assert abs(fermi(0.03 + 6j * np.pi * KT) - fermi(0.03)) < 1e-12

sin0 = np.sqrt(1 - ((MINORITY - CENTRE) / (2 * HOP))**2)


def coupling(width):
    return np.sqrt(width * HOP / (2 * sin0))


print(f"temperature {TEMPERATURE:.0f} K, kT = {KT*1e3:.4f} meV")
print(f"lead hopping {HOP} eV, band {CENTRE-2*HOP:.1f} to {CENTRE+2*HOP:.1f} eV")
print(f"interface-barrier coupling {W} eV, barrier level {BARRIER} eV")
print(f"minority level {MINORITY} eV, majority level {MAJORITY:.3f} eV")
print(f"path start E_B = {E_BOTTOM} eV, gamma = {GAMMA_CUT*KT:.4f} eV")
print(f"resonance pair splitting {2e3*W**2/(BARRIER-MINORITY):.3f} meV")

print("point counts, minority occupation, tolerance 1e-8 electron:")
totals = []
for width in (0.1, 0.01, 0.001, 0.0001):
    v = coupling(width)
    exact = occupation_by_diagonalization(MINORITY, v)
    assert abs(occupation(MINORITY, v) - exact) < 1e-10
    total, n_p, n_a, n_l = contour_count(v, TOL)
    err_c = abs(occupation(MINORITY, v, 0.0, n_p, n_a, n_l) - exact)
    assert err_c < TOL + 1e-10
    m = uniform_count(v, exact, TOL)
    m_law = predicted_uniform_count(v, TOL)
    assert abs(m / m_law - 1) < 0.2     # beating of two resonances shifts m
    value, n_adapt = adaptive_direct(v)
    assert abs(value - exact) < 1e-7
    assert total < n_adapt and total < m
    totals.append(total)
    print(f" Gamma {width*1e3:g} meV: contour {total} = {n_p} poles + {n_a} arc"
          f" + {n_l} line, error {err_c:.1e}")
    print(f"   uniform {m} (pole law {m_law:.0f}), adaptive {n_adapt}"
          f" (error {abs(value-exact):.1e})")
    if width == 0.001:
        chosen, m_example = (n_p, n_a, n_l), m
assert max(totals) - min(totals) <= 4

# Worked example, Gamma = 1 meV
width = 0.001
v = coupling(width)
n_p, n_a, n_l = chosen
n_min = occupation(MINORITY, v, 0.0, *chosen)
n_maj = occupation(MAJORITY, v, 0.0, *chosen)
exact_min = occupation_by_diagonalization(MINORITY, v)
exact_maj = occupation_by_diagonalization(MAJORITY, v)
assert abs(n_maj - exact_maj) < TOL + 1e-10
print(f"example Gamma = 1 meV: lead coupling v = {v*1e3:.3f} meV")
print(f"path height Delta = {2*np.pi*KT*n_p:.4f} eV")


def g_min(z):
    return green(z, MINORITY, v)


print(f"minority arc part  {arc_part(g_min, n_p, n_a):+.9f} electron")
print(f"minority line part {line_part(g_min, n_p, n_l):+.9f} electron")
print(f"minority pole part {pole_part(g_min, n_p):+.9f} electron")
print(f"minority occupation {n_min:.9f}, diagonalization {exact_min:.9f}")
print(f"majority occupation {n_maj:.9f}, diagonalization {exact_maj:.9f}")
print(f"interface moment {n_maj-n_min:.8f} Bohr magneton (spin only)")
print(f"uniform grid spacing at resonance"
      f" {2e3*HOP*sin0*np.pi/m_example:.4f} meV")
loose = contour_count(v, 1e-4)
m_loose = uniform_count(v, exact_min, 1e-4)
print(f"tolerance 1e-4: contour {loose[0]} points, uniform {m_loose} points")

# Artificial broadening, checked against the wide-band digamma formula
for eta in (0.001, 0.010):
    broadened = occupation(MINORITY, v, eta)
    levels = np.array([MINORITY, MINORITY + 2*W**2/(MINORITY - BARRIER)])
    arg = 0.5 + (eta + width / 2 + 1j * levels) / (2 * np.pi * KT)
    formula = np.mean(0.5 - digamma(arg).imag / np.pi)
    assert abs(broadened - formula) < 1e-3    # finite band and barrier weight
    print(f"broadening eta {eta*1e3:.0f} meV changes minority n by"
          f" {broadened-exact_min:+.6f} (digamma n {formula:.5f})")


# Effects left out of the model, sized for the example
def biased_occupation(voltage):
    theta, energy, weight = theta_grid(120000)
    a, barrier_g = green_parts(energy + 0j, MINORITY, v)
    g_ll = green(energy + 0j, MINORITY, v)
    a_right = a - W**2 / (energy - BARRIER)
    g_lr = W**2 / (energy - BARRIER) / (a * a_right
                                      - W**2 / (energy - BARRIER) * a)
    g_lr = g_lr * (a * a_right - W**2 / (energy - BARRIER) * a) / (
        a_right**2 - (W**2 / (energy - BARRIER))**2)
    rate = 2 * v**2 * np.sin(theta) / HOP
    injected = (abs(g_ll)**2 * fermi(energy - voltage / 2)
                + abs(g_lr)**2 * fermi(energy + voltage / 2))
    return np.sum(rate * injected * weight) / (2 * np.pi)


assert abs(biased_occupation(0.0) - exact_min) < 1e-7
print("neglected effects (rough inputs), change of minority occupation:")
print(f" bias 0.1 V, levels held fixed: {biased_occupation(0.1)-exact_min:+.4f}")
phonon_lambda = 0.3
eta_phonon = np.pi * phonon_lambda * KT
print(f" phonon half-width {eta_phonon*1e3:.1f} meV (lambda {phonon_lambda}):"
      f" {occupation(MINORITY, v, eta_phonon)-exact_min:+.4f}")
print(f" level shift +50 meV: {occupation(MINORITY+0.05, v)-exact_min:+.4f}")
u, wt = legendre(24)
spread = 0.5 * sum(b * occupation(MINORITY + 0.1 * a, v) for a, b in zip(u, wt))
print(f" transverse dispersion +-100 meV: {spread-exact_min:+.4f}")
spin_orbit = 0.05
print(f"spin-orbit {spin_orbit*1e3:.0f} meV: spin mixing about"
      f" {(spin_orbit/EXCHANGE)**2:.1e}")
slope = (occupation(MINORITY - 0.001, v) - occupation(MINORITY + 0.001, v)) / 0.002
interaction = 1.0
print(f"response -dn/dlevel = {slope:.3f} per eV; times {interaction:.0f} eV"
      f" interaction = {interaction*slope:.2f}")
print("all tests passed")
```

Running it gives:

```
temperature 300 K, kT = 25.8520 meV
lead hopping 1.5 eV, band -3.5 to 2.5 eV
interface-barrier coupling 0.05 eV, barrier level 4.0 eV
minority level 0.01 eV, majority level -1.990 eV
path start E_B = -4.5 eV, gamma = 0.6463 eV
resonance pair splitting 1.253 meV
point counts, minority occupation, tolerance 1e-8 electron:
 Gamma 100 meV: contour 22 = 6 poles + 10 arc + 6 line, error 3.5e-09
   uniform 523 (pole law 536), adaptive 483 (error 1.6e-15)
 Gamma 10 meV: contour 22 = 6 poles + 10 arc + 6 line, error 4.5e-09
   uniform 5087 (pole law 5369), adaptive 777 (error 1.9e-14)
 Gamma 1 meV: contour 22 = 6 poles + 10 arc + 6 line, error 4.6e-09
   uniform 53347 (pole law 53816), adaptive 1071 (error 2.0e-14)
 Gamma 0.1 meV: contour 22 = 6 poles + 10 arc + 6 line, error 4.6e-09
   uniform 529997 (pole law 538294), adaptive 1575 (error 3.1e-13)
example Gamma = 1 meV: lead coupling v = 27.588 meV
path height Delta = 0.9746 eV
minority arc part  +0.311500109 electron
minority line part +0.185369445 electron
minority pole part -0.086431394 electron
minority occupation 0.410438161, diagonalization 0.410438156
majority occupation 0.999892806, diagonalization 0.999892806
interface moment 0.58945465 Bohr magneton (spin only)
uniform grid spacing at resonance 0.1741 meV
tolerance 1e-4: contour 14 points, uniform 24726 points
broadening eta 1 meV changes minority n by +0.001807 (digamma n 0.41306)
broadening eta 10 meV changes minority n by +0.015631 (digamma n 0.42676)
neglected effects (rough inputs), change of minority occupation:
 bias 0.1 V, levels held fixed: +0.1894
 phonon half-width 24.4 meV (lambda 0.3): +0.0312
 level shift +50 meV: -0.3166
 transverse dispersion +-100 meV: +0.0444
spin-orbit 50 meV: spin mixing about 6.3e-04
response -dn/dlevel = 9.259 per eV; times 1 eV interaction = 9.26
all tests passed
```
